**Length and velocity transition dipoles: residuals, basis sets and the Tamm-Dancoff approximation**

In full linear response with a multiplicative potential or consistent Fock exchange, the length dipole `L = √2 Σ r_ia (X+Y)_ia` equals the velocity dipole `V = (√2/ω) Σ ∇_ia (X−Y)_ia` in a complete basis. Here `X` and `Y` are the excitation and de-excitation amplitudes, `ω` is the excitation energy, and `i` and `a` label occupied and virtual orbitals. For water in LDA/cc-pVDZ, the program asserts that `L − V` agrees with a prediction from the real-space residuals of the orbital equations. It also asserts that sum-over-states polarizabilities agree with finite-field values, and that a dark state has vanishing `L` and `V`. For beryllium it asserts that the relative difference falls below 0.1% in the finest basis, while the Tamm-Dancoff difference stays above 5% and is explained by the coupling matrix `B`. The output shows full-response differences of 1.4% or less for water once diffuse functions are included, against 70% to 136% in the small sets. It also shows that the difference can be smaller than the remaining basis error of `L`, so it is a necessary test of completeness and not a sufficient one.

## Numerical check

```python
"""Length and velocity transition dipoles in full linear response.

Result under test, for closed shells and singlet excitations (atomic units):
  L = sqrt(2) sum r_ia (X+Y)_ia
  V = sqrt(2) sum grad_ia (X-Y)_ia / omega
L = V in a complete basis. In a finite basis, for a multiplicative potential,
  L - V = sqrt(2) sum d_ia (X-Y)_ia / omega,
  d_ia = <R_i|r|a> - <i|r|R_a>,   R_p = (h - e_p) phi_p,
where i is occupied, a is virtual, h is the Kohn-Sham operator, and R_p is
the part of h phi_p outside the basis. X and Y are the excitation and
de-excitation amplitudes, with (X+Y).(X-Y) = 1. The Tamm-Dancoff
approximation (TDA) sets Y = 0 and keeps a difference in a complete basis.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, dft, ao2mo, lib

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
XC = "lda,vwn"


def run_scf(mol, method, eri, field=0.0):
    """Ground state; field adds the one-electron term field*z."""
    if method == "LDA":
        mf = dft.RKS(mol)
        mf.xc = XC
        mf.grids.level = 3
        mf.small_rho_cutoff = 0
    else:
        mf = scf.RHF(mol)
    mf.verbose = 0
    mf._eri = eri
    mf.conv_tol = 1e-10
    mf.conv_tol_grad = 1e-6
    mf.max_cycle = 100
    core = scf.hf.get_hcore(mol) + field * mol.intor("int1e_r")[2]
    mf.get_hcore = lambda *args: core
    mf.kernel()
    assert mf.converged
    return mf


def density_and_xc(mf, ao):
    """Density, xc potential and xc kernel at the grid points."""
    rho = np.einsum("gp,gp->g", ao @ mf.make_rdm1(), ao)
    _, vxc, fxc, _ = dft.libxc.eval_xc(XC, rho, 0, deriv=2)
    kernel = np.where(rho > 1e-12, np.ravel(fxc[0]), 0.0)
    return rho, np.ravel(vxc[0]), kernel


def respond(mol, mf, method, eri):
    """Full response and TDA from explicitly built matrices A and B."""
    nocc = mol.nelectron // 2
    occ, vir = mf.mo_coeff[:, :nocc], mf.mo_coeff[:, nocc:]
    nvir = vir.shape[1]
    n = nocc * nvir
    energy = mf.mo_energy
    delta = (energy[None, nocc:] - energy[:nocc, None]).ravel()
    iajb = ao2mo.incore.general(eri, (occ, vir, occ, vir), compact=False)
    iajb = np.asarray(iajb).reshape(n, n)
    A = np.diag(delta) + 2 * iajb
    B = 2 * iajb
    if method == "HF":
        ijab = ao2mo.incore.general(eri, (occ, occ, vir, vir), compact=False)
        ijab = np.asarray(ijab).reshape(nocc, nocc, nvir, nvir)
        A = A - ijab.transpose(0, 2, 1, 3).reshape(n, n)
        ibja = iajb.reshape(nocc, nvir, nocc, nvir).transpose(0, 3, 2, 1)
        B = B - ibja.reshape(n, n)
    else:
        ao = dft.numint.eval_ao(mol, mf.grids.coords)
        weight = mf.grids.weights * density_and_xc(mf, ao)[2]
        po, pv = ao @ occ, ao @ vir
        K = np.zeros((n, n))
        for s in range(0, len(weight), 4000):
            block = slice(s, s + 4000)
            pair = po[block, :, None] * pv[block, None, :]
            pair = pair.reshape(-1, n)
            K += pair.T @ (pair * weight[block, None])
        A = A + 2 * K
        B = B + 2 * K
    r = np.array([(occ.T @ m @ vir).ravel() for m in mol.intor("int1e_r")])
    grad = np.array([(occ.T @ m @ vir).ravel()
                     for m in -mol.intor("int1e_ipovlp")])
    val, vec = np.linalg.eigh(A - B)
    assert val[0] > 0
    root = (vec * np.sqrt(val)) @ vec.T
    inverse_root = (vec / np.sqrt(val)) @ vec.T
    w2, Z = np.linalg.eigh(root @ (A + B) @ root)
    assert w2[0] > 0
    w = np.sqrt(w2)
    plus = root @ Z / np.sqrt(w)
    minus = inverse_root @ Z * np.sqrt(w)
    X, Y = (plus[:, 0] + minus[:, 0]) / 2, (plus[:, 0] - minus[:, 0]) / 2
    assert np.allclose(A @ X + B @ Y, w[0] * X, atol=1e-6)
    assert np.allclose(B @ X + A @ Y, -w[0] * Y, atol=1e-6)
    wt, Xt = np.linalg.eigh(A)
    s2 = np.sqrt(2)
    return dict(w=w, L=s2 * r @ plus, V=s2 * grad @ minus / w, minus=minus,
                wt=wt, Lt=s2 * r @ Xt, Vt=s2 * grad @ Xt / wt,
                surviving=s2 * r @ B @ Xt / wt,
                r=r, grad=grad, delta=delta, nocc=nocc)


def first_bright(L):
    return int(np.argmax(np.linalg.norm(L, axis=0) > 1e-2))


def relative_gap(L, V):
    """(L - V) along L, divided by the length of L."""
    return (L - V) @ L / (L @ L)


# ---- water: series of basis sets ----
bond, angle = 0.96, 104.5
half = np.radians(angle / 2)
y, z = bond * np.sin(half), bond * np.cos(half)
geometry = [("O", (0, 0, 0)), ("H", (0, y, z)), ("H", (0, -y, z))]
bases = ["6-31g", "cc-pvdz", "aug-cc-pvdz", "aug-cc-pvtz"]
rows = {"LDA": [], "HF": []}
polarizability = {}
for basis in bases:
    mol = gto.M(atom=geometry, basis=basis, verbose=0)
    eri = mol.intor("int2e", aosym="s8")
    for method in rows:
        mf = run_scf(mol, method, eri)
        out = respond(mol, mf, method, eri)
        k, kt = first_bright(out["L"]), first_bright(out["Lt"])
        L, V = out["L"][:, k], out["V"][:, k]
        assert abs(L[0]) > 0.999 * np.linalg.norm(L)
        size = np.linalg.norm(L)
        rows[method].append((basis, mol.nao, out["w"][k] * EV, size * ANG,
                             V @ L / size * ANG, 100 * relative_gap(L, V),
                             100 * relative_gap(out["Lt"][:, kt],
                                                out["Vt"][:, kt])))
        if basis == "6-31g" and method == "LDA":
            dark = int(np.argmax(np.linalg.norm(out["L"], axis=0) < 1e-5))
            dark_L = np.linalg.norm(out["L"][:, dark])
            dark_V = np.linalg.norm(out["V"][:, dark])
            dark_w = out["w"][dark]
            assert dark_L < 1e-5 and dark_V < 1e-5
        if basis == "cc-pvdz":
            # static polarizability: sum over states against finite field
            step, zmat = 0.002, mol.intor("int1e_r")[2]
            moments = [np.sum(run_scf(mol, method, eri, f).make_rdm1() * zmat)
                       for f in (step, -step)]
            finite = -(moments[0] - moments[1]) / (2 * step)
            states = 2 * np.sum(out["L"][2] ** 2 / out["w"])
            assert abs(states / finite - 1) < 2e-3
            polarizability[method] = (states * ANG**3, finite * ANG**3)
            if method == "LDA":
                saved = (mol, mf, out, k)

print(f"water: O-H {bond:.2f} angstrom, angle {angle:.1f} degrees")
print("lowest allowed singlet; L, V, dL in e*angstrom; w in eV")
print("gap = (L-V)/L in %; dL = L minus L in largest basis")
for method, table in rows.items():
    for b, nao, w, L, V, gap, gap_tda in table:
        print(f"{method:3s} {b:11s} nAO {nao:2d} w {w:.3f} L {L:.4f} "
              f"V {V:.4f} gap {gap:.2f} TDA gap {gap_tda:.2f} "
              f"dL {L - table[-1][3]:.4f}")
    gaps = [abs(row[5]) for row in table]
    assert gaps[-1] < 5 and gaps[-1] < 0.5 * max(gaps)
for method, (states, finite) in polarizability.items():
    print(f"{method} cc-pvdz alpha_zz: states {states:.5f}, "
          f"finite field {finite:.5f} angstrom^3")
print(f"dark state, LDA 6-31g: w {dark_w * EV:.3f} eV, "
      f"L {dark_L * ANG:.1e}, V {dark_V * ANG:.1e} e*angstrom")

# ---- water, LDA, cc-pVDZ: difference from real-space residuals ----
mol, mf, out, k = saved
coords, weights = mf.grids.coords, mf.grids.weights
ao = dft.numint.eval_ao(mol, coords, deriv=2)
C, nocc = mf.mo_coeff, out["nocc"]
phi = ao[0] @ C
laplacian = (ao[4] + ao[7] + ao[9]) @ C
potential = density_and_xc(mf, ao[0])[1].copy()
for charge, centre in zip(mol.atom_charges(), mol.atom_coords()):
    potential -= charge / np.linalg.norm(coords - centre, axis=1)
dm = mf.make_rdm1()
for s in range(0, len(coords), 4000):
    integrals = mol.intor("int1e_grids", grids=coords[s:s + 4000])
    potential[s:s + 4000] += np.einsum("gpq,pq->g", integrals, dm)
R = -0.5 * laplacian + potential[:, None] * phi - phi * mf.mo_energy
overlap = np.abs((phi * weights[:, None]).T @ R).max()
assert overlap < 5e-3      # quadrature error near the nuclei
parts = []
for left, right, sign in ((R, phi, 1), (phi, R, -1)):
    d = np.array([(left[:, :nocc].T @ ((weights * coords[:, c])[:, None]
                                       * right[:, nocc:])).ravel()
                  for c in range(3)])
    parts.append(sign * np.sqrt(2) * d @ out["minus"][:, k] / out["w"][k])
L, V = out["L"][:, k], out["V"][:, k]
unit = L / np.linalg.norm(L)
direct, predicted = (L - V) @ unit, (parts[0] + parts[1]) @ unit
assert abs(direct - predicted) < 1e-3
assert abs(direct) > 5e-3
norm = np.sqrt(weights @ R**2)
print("LDA cc-pvdz, L-V in e*angstrom:")
print(f"  direct {direct * ANG:.5f}, from residuals {predicted * ANG:.5f}")
print(f"  occupied part {parts[0] @ unit * ANG:.5f}, "
      f"virtual part {parts[1] @ unit * ANG:.5f}")
print(f"  residual norm: HOMO {norm[nocc - 1] * EV:.3f} eV, "
      f"LUMO {norm[nocc] * EV:.3f} eV")
print(f"  largest overlap of residual with basis {overlap * EV:.1e} eV")

# ---- beryllium atom: approach to completeness in the s and p spaces ----
print("Be atom, even-tempered s and p sets, lowest singlet P state")
for method in ("LDA", "HF"):
    gaps = []
    for ratio in (5.0, 3.0, 2.2):
        count = int(np.log(5000 / 0.01) / np.log(ratio)) + 1
        exponents = 0.01 * ratio ** np.arange(count)
        shells = [[l, [float(a), 1.0]] for l in (0, 1) for a in exponents]
        mol = gto.M(atom="Be 0 0 0", basis={"Be": shells}, verbose=0)
        eri = mol.intor("int2e", aosym="s8")
        out = respond(mol, run_scf(mol, method, eri), method, eri)
        k, kt = first_bright(out["L"]), first_bright(out["Lt"])
        L, V = out["L"][:, k], out["V"][:, k]
        Lt, Vt = out["Lt"][:, kt], out["Vt"][:, kt]
        gaps.append(relative_gap(L, V))
        gap_tda = relative_gap(Lt, Vt)
        print(f"{method:3s} ratio {ratio:.1f} nAO {mol.nao:2d} "
              f"w {out['w'][k] * EV:.4f} eV L {np.linalg.norm(L) * ANG:.5f} "
              f"e*angstrom gap {100 * gaps[-1]:.5f} % "
              f"TDA gap {100 * gap_tda:.3f} %")
    assert abs(gaps[-1]) < 1e-3 and abs(gaps[-1]) < abs(gaps[0])
    surviving = out["surviving"][:, kt] @ Lt / (Lt @ Lt)
    assert abs(gap_tda) > 0.05 and abs(gap_tda - surviving) < 1e-3
    electrons = 2 / 3 * np.sum(out["w"] * out["L"] * out["V"])
    assert abs(electrons - mol.nelectron) < 1e-3
    # do bare orbital energy differences times r reproduce the gradient?
    amplitude = out["minus"][:, k]
    bare = (L @ (out["r"] * out["delta"]) @ amplitude
            / (L @ out["grad"] @ amplitude))
    assert abs(bare - 1) < 1e-3 if method == "LDA" else abs(bare - 1) > 0.1
    print(f"  {method}: TDA gap from B term {100 * surviving:.3f} %, "
          f"sum rule {electrons:.5f} electrons")
    print(f"  {method}: (orbital energy difference * r)/gradient {bare:.5f}")

print("all good")
```

It prints:

```
water: O-H 0.96 angstrom, angle 104.5 degrees
lowest allowed singlet; L, V, dL in e*angstrom; w in eV
gap = (L-V)/L in %; dL = L minus L in largest basis
LDA 6-31g       nAO 13 w 7.537 L 0.1308 V 0.2518 gap -92.52 TDA gap -72.42 dL -0.1627
LDA cc-pvdz     nAO 24 w 7.389 L 0.1874 V 0.4427 gap -136.16 TDA gap -153.56 dL -0.1061
LDA aug-cc-pvdz nAO 41 w 6.540 L 0.3031 V 0.3049 gap -0.59 TDA gap -2.68 dL 0.0096
LDA aug-cc-pvtz nAO 92 w 6.567 L 0.2935 V 0.2960 gap -0.83 TDA gap -5.45 dL 0.0000
HF  6-31g       nAO 13 w 9.338 L 0.1324 V 0.2252 gap -70.03 TDA gap -67.73 dL -0.1171
HF  cc-pvdz     nAO 24 w 9.135 L 0.1903 V 0.3542 gap -86.17 TDA gap -114.15 dL -0.0593
HF  aug-cc-pvdz nAO 41 w 8.619 L 0.2561 V 0.2596 gap -1.38 TDA gap -16.76 dL 0.0066
HF  aug-cc-pvtz nAO 92 w 8.633 L 0.2495 V 0.2504 gap -0.36 TDA gap -20.89 dL 0.0000
LDA cc-pvdz alpha_zz: states 0.81118, finite field 0.81119 angstrom^3
HF cc-pvdz alpha_zz: states 0.75751, finite field 0.75751 angstrom^3
dark state, LDA 6-31g: w 9.768 eV, L 3.0e-15, V 3.3e-15 e*angstrom
LDA cc-pvdz, L-V in e*angstrom:
  direct -0.25521, from residuals -0.25522
  occupied part -0.21599, virtual part -0.03923
  residual norm: HOMO 20.548 eV, LUMO 30.910 eV
  largest overlap of residual with basis 2.4e-04 eV
Be atom, even-tempered s and p sets, lowest singlet P state
LDA ratio 5.0 nAO 36 w 4.7697 eV L 1.03927 e*angstrom gap 2.26052 % TDA gap 32.939 %
LDA ratio 3.0 nAO 48 w 4.8225 eV L 1.01310 e*angstrom gap -0.00120 % TDA gap 32.166 %
LDA ratio 2.2 nAO 68 w 4.8206 eV L 1.01396 e*angstrom gap 0.00284 % TDA gap 32.145 %
  LDA: TDA gap from B term 32.140 %, sum rule 4.00000 electrons
  LDA: (orbital energy difference * r)/gradient 1.00003
HF  ratio 5.0 nAO 36 w 4.7569 eV L 1.07965 e*angstrom gap 3.97217 % TDA gap 34.996 %
HF  ratio 3.0 nAO 48 w 4.7987 eV L 1.04573 e*angstrom gap 0.04799 % TDA gap 32.388 %
HF  ratio 2.2 nAO 68 w 4.7982 eV L 1.04591 e*angstrom gap -0.00057 % TDA gap 32.353 %
  HF: TDA gap from B term 32.354 %, sum rule 4.00000 electrons
  HF: (orbital energy difference * r)/gradient 2.66765
all good
```
